# Charge Exchange in an Ion Sheath: Conserved Flux, Shared Energy

## Definitions and conventions

A sheath is the layer of positive space charge between a plasma and a wall. Let $x$ run from the sheath edge, $x=0$, to the wall, $x=s$. The potential falls along this path, and $V(x)$ denotes the positive drop from the edge, so $V(0)=0$ and the field pushing ions to the wall is $F=dV/dx$. Ions have mass $M$ and charge $+e$. Their density is $n$, their mean velocity $u$, and their flux $\Gamma=nu$, counted positive towards the wall. The ion current density is $J=e\Gamma$.

Resonant charge exchange is the reaction

$$A^+(\text{fast})+A(\text{slow})\rightarrow A(\text{fast})+A^+(\text{slow}).$$

An electron moves from one atom to the other, while the nuclei keep their velocities. With gas density $n_g$ and cross section $\sigma$, the mean free path is $\lambda=1/(n_g\sigma)$.

The model used for the numbers has a cold gas, constant $\sigma$, a steady voltage and no electrons in the sheath. Each new ion starts at rest. Ions enter where $F=0$, with the Bohm speed $u_B=\sqrt{eT_e/M}$, where $T_e$ is the electron temperature in eV. Kinetic energies are in eV, so a singly charged ion falling through $V$ volts gains $V$. The entry energy is $E_0=T_e/2$.

The claim to be examined is that charge exchange reduces the ion current on its way across the sheath.

## A counter-example

Take round parameters: a monatomic gas of mass 40 u at 50 mTorr and 300 K, $\sigma=5\times10^{-15}$ cm², $T_e=3$ eV, a density of entering ions of $10^{10}$ cm⁻³ at the edge, and a drop of 200 V. The gas density is $1.609\times10^{15}$ cm⁻³, so

$$\lambda=\frac{1}{(1.609\times10^{15})(5\times10^{-15})}\ \text{cm}=1.24\ \text{mm}.$$

The entry speed is 2690 m/s, which gives

$$\Gamma_0=10^{10}\times2.690\times10^{5}=2.69\times10^{15}\ \text{cm}^{-2}\text{s}^{-1},\qquad J=0.431\ \text{mA/cm}^2.$$

Solving Poisson's equation with the ion density derived below gives $s=2.34$ mm. An ion history therefore contains on average $s/\lambda=1.88$ charge exchanges. The fraction of ions that cross without any is $e^{-1.88}=0.15$. If each collision removed an ion from the current, 0.066 mA/cm² would reach the wall.

Each collision also creates an ion, which the field then accelerates. A particle simulation shows the outcome. Ions are injected continuously, moved through the computed field, and replaced by ions at rest after random free paths of mean $\lambda$. In steady state, the averages over the four quarters of the sheath are:

| Quarter | $n$ (10⁹ cm⁻³) | $u$ (m/s) | $nu/\Gamma_0$ |
|---|---|---|---|
| 1 | 5.90 | 4561 | 1.000 |
| 2 | 2.73 | 9864 | 1.000 |
| 3 | 2.15 | 12509 | 0.999 |
| 4 | 1.88 | 14323 | 1.000 |

In the last quarter, for example, $1.879\times10^{9}\times1.4323\times10^{6}=2.69\times10^{15}$ cm⁻²s⁻¹, the injected flux. The wall receives the full 0.431 mA/cm², although 85 % of the arriving ions are not the ones that entered.

The energy is what changes hands. Each entering ion brings 1.5 eV and the field supplies 200 eV per ion crossing. The mean ion energy at the wall is 107 eV, and the remaining 94 eV has gone to fast neutrals.

## The general statement and its proof

**Statement.** In a steady one-dimensional sheath without ionization, recombination or other ion losses, the net ion flux is the same at every plane, for any field and any charge-exchange cross section. If the gas is cold, the mean ion energy at the wall plus the energy given to neutrals per incident ion equals $E_0+V(s)$.

For the flux, let $R$ be the number of charge exchanges per volume and time, $S$ the ionization rate and $L$ the rate of true ion loss. Counting ions in a thin slab gives

$$\frac{\partial n}{\partial t}+\frac{\partial\Gamma}{\partial x}=\underbrace{R}_{\text{slow ions made}}-\underbrace{R}_{\text{fast ions lost}}+S-L.$$

The two $R$ terms cancel. In steady state $\partial n/\partial t=0$, and with $S=L=0$,

$$\frac{d\Gamma}{dx}=0.$$

The argument uses neither the field nor the velocities. It holds for a warm gas too, where some new ions start backwards, provided $\Gamma$ is the net flux. With ionization, $d\Gamma/dx=S$ and the flux grows towards the wall.

The same result follows from individual histories in the cold-gas model. A fraction $dx/\lambda$ of the ions crossing a layer $dx$ exchange charge there, so the never-collided flux is $\Gamma_0e^{-x/\lambda}$. New ions appear at $x'$ at the rate $\Gamma(x')/\lambda$ per volume, and a fraction $e^{-(x-x')/\lambda}$ of them reach $x$ without a further exchange. Hence

$$\Gamma(x)=\Gamma_0e^{-x/\lambda}+\int_0^x\frac{\Gamma(x')}{\lambda}e^{-(x-x')/\lambda}dx'.$$

Multiply by $e^{x/\lambda}$ and set $G=\Gamma e^{x/\lambda}$. Then $G(x)=\Gamma_0+\int_0^xG\,dx'/\lambda$, so $G'=G/\lambda$ with $G(0)=\Gamma_0$. The solution is $G=\Gamma_0e^{x/\lambda}$, that is, $\Gamma=\Gamma_0$. The claim of a falling current keeps the first term and drops the second.

## Density and energy

Each group of ions contributes its flux divided by its speed to the density. Energy conservation gives the speed of an ion that entered at the edge, and of one born at $x'$:

$$v_0(x)=\sqrt{u_B^2+\frac{2eV(x)}{M}},\qquad v(x',x)=\sqrt{\frac{2e[V(x)-V(x')]}{M}}.$$

With $\Gamma=\Gamma_0$ in the history sum,

$$n(x)=\Gamma_0\left[\frac{e^{-x/\lambda}}{v_0(x)}+\int_0^x\frac{e^{-(x-x')/\lambda}}{\lambda\,v(x',x)}dx'\right].$$

This is the density used in $d^2V/dx^2=en/\varepsilon_0$. Charge exchange makes the ions slower on average and correspondingly denser.

Weighting the same groups by energy gives the mean energy of the ions crossing $x$:

$$K(x)=(E_0+V)e^{-x/\lambda}+\int_0^x\frac{V(x)-V(x')}{\lambda}e^{-(x-x')/\lambda}dx'.$$

Differentiate. The upper limit contributes nothing, because $V(x)-V(x')$ vanishes at $x'=x$. Differentiating the exponentials gives $-K/\lambda$. Differentiating $V(x)$ gives

$$\frac{dV}{dx}\left[e^{-x/\lambda}+\int_0^x\frac{e^{-(x-x')/\lambda}}{\lambda}dx'\right]=\frac{dV}{dx}\left[e^{-x/\lambda}+1-e^{-x/\lambda}\right]=\frac{dV}{dx}.$$

Therefore

$$\frac{dK}{dx}=\frac{dV}{dx}-\frac{K}{\lambda}.$$

The field supplies the first term. The second is the energy handed to neutrals: since $\lambda$ is the same for all ions, those colliding at $x$ have the mean energy $K(x)$. Integrating from $K(0)=E_0$ to the wall,

$$K(s)+\frac1\lambda\int_0^sK\,dx=E_0+V(s).$$

If $\sigma$ depends on energy, the transfer term is no longer $K/\lambda$, but whatever the ions lose per length the neutrals still gain, so the energy part of the statement survives.

In the example the balance is $107.44+94.06=201.50$ eV. The simulation, which counts the transferred energy collision by collision, gives $107.5\pm0.4$ eV at the wall and 93.9 eV to neutrals. Multiplied by 0.431 mA/cm², the supplied power is 86.8 mW/cm², of which ions bring 46.3 mW/cm² to the wall and neutrals receive 40.5 mW/cm². The 1.88 neutrals per ion carry 50 eV each on average.

A uniform field $F$ shows the limits. The equation $dK/dx=F-K/\lambda$ with $K(0)=E_0$ has the solution

$$K(s)=E_0e^{-s/\lambda}+F\lambda\left(1-e^{-s/\lambda}\right).$$

For $s\ll\lambda$ this tends to $E_0+Fs$, and the ions keep nearly all the energy. For $s\gg\lambda$ it tends to $F\lambda$, the energy gained in one mean free path, and most of the energy goes to neutrals. The self-consistent sheath follows the same trend. With incoming flux, entry speed and voltage held fixed, the ions arrive with 171 eV at 10 mTorr and 47 eV at 200 mTorr, while the neutrals receive 30 and 155 eV per ion.

## Where a smaller current does appear

**Fixed width and voltage.** Without collisions, $n=\Gamma/v$, with $v$ short for $v_0(x)$. Multiply Poisson's equation by $dV/dx$ and integrate from the edge, where $F=0$. Since $dV=(M/e)v\,dv$,

$$\frac{F^2}{2}=\frac{e\Gamma}{\varepsilon_0}\int_0^V\frac{dV'}{v}=\frac{M\Gamma}{\varepsilon_0}(v-u_B).$$

Now $dx=dV/F=(M/e)\,v\,dv/F$. With $w=v-u_B$ and $g$ its value at the wall,

$$s_{\rm free}=\sqrt{\frac{\varepsilon_0M}{2e^2\Gamma}}\int_0^g\frac{w+u_B}{\sqrt w}dw=\sqrt{\frac{\varepsilon_0M}{2e^2\Gamma}}\left(\frac23g^{3/2}+2u_Bg^{1/2}\right).$$

At fixed voltage and entry speed, $\Gamma\propto1/s_{\rm free}^2$.

With charge exchange, no ion at potential drop $V$ is faster than a never-collided one, so at each $V$ the density is at least the collisionless value for the same flux. By $F^2/2=(e/\varepsilon_0)\int n\,dV$ the field is then at least as large, and by $s=\int dV/F$ the sheath is no wider. In the example it shrinks from 2.68 to 2.34 mm.

A collisionless sheath with the same voltage and entry speed, squeezed to 2.34 mm, would carry $(2.684/2.337)^2=1.32$ times the current. Read backwards, the collisional sheath carries 24 % less than a collisionless one of equal width and voltage. The 24 % belongs to the model without sheath electrons. With Boltzmann electrons the difference can be considerably larger, and it depends on the edge field assumed. The comparison is between two sheaths fed with different fluxes. In each of them the flux is uniform.

**Fixed central plasma density.** Ions are accelerated to $u_B$ in the presheath, and charge exchange there slows them. To estimate the drag, consider cold-gas ions in a uniform acceleration $a$, many mean free paths downstream of the place where the acceleration begins. With $\xi=\lambda r^2$ the distance since birth,

$$\frac n\Gamma=\int_0^\infty\frac{e^{-\xi/\lambda}}{\lambda\sqrt{2a\xi}}d\xi=\frac{2}{\sqrt{2a\lambda}}\int_0^\infty e^{-r^2}dr=\sqrt{\frac{\pi}{2a\lambda}}.$$

So $u=\sqrt{2a\lambda/\pi}$, and the drag that balances the field is $a=\pi u^2/(2\lambda)$ per unit mass.

Use this drag locally in a quasi-neutral plasma of half-width $l$, with ionization frequency $\nu$, ions created at rest, and electrons in Boltzmann equilibrium. The ion pressure is neglected. Measure $u$ in $u_B$, $x$ from the centre in $l$, $\nu$ in $u_B/l$ and $n$ in its central value, and let $c=\pi l/(2\lambda)$. Particle and momentum balance read

$$(nu)'=\nu n,\qquad uu'+\nu u+cu^2=-\frac{n'}{n}.$$

The first gives $n'/n=(\nu-u')/u$. Inserting this into the second and collecting $u'$,

$$u'=\frac{D}{1-u^2},\qquad D=\nu(1+u^2)+cu^3.$$

Dividing $n'/n=-(uu'+\nu u+cu^2)$ by $u'$ gives

$$\frac{d\ln n}{du}=-\frac{uD+(\nu u+cu^2)(1-u^2)}{D}=-\frac{2\nu u+cu^2}{D}.$$

The frequency $\nu$ follows from the requirement that $u=1$ is reached at the edge, $\int_0^1(1-u^2)\,du/D=1$. For $c=0$ the edge density is $\exp[-\int_0^12u\,du/(1+u^2)]=1/2$ of the central one. For $l=20$ mm and $\lambda=1.24$ mm it is 0.20.

At fixed central density, $T_e$ and gap, the flux entering the sheath is thus roughly 40 % of its value without charge exchange, for a cold gas. The cold-gas drag needs $u$ well above the thermal speed $v_T=\sqrt{kT/M}$, which is 250 m/s at 300 K. In this solution $u$ stays below about $2v_T$ over two thirds of the half-gap. There the drag is larger, tending to about $3v_Tu/\lambda$ at low speed, and including it lowers the edge density to about 0.16 and the flux ratio to about one third. This comparison treats $\nu$ as adjustable, and the value required with charge exchange is less than half of that without. In a given gas at a given density $\nu$ is set by $T_e$, so a real discharge would settle at a somewhat lower $T_e$. No ions have been lost here either: integrating $(nu)'=\nu n$ shows that the edge flux equals the total ionization in the half-gap. If that total is held fixed instead, the flux stays the same and the central density rises.

## Real reactors

The parameters are rough typical values for a low-pressure capacitively coupled etching reactor, in the range of tens of mTorr and hundreds of volts. Such a reactor breaks the flux condition, because some ionization occurs in the sheath. In the steady-voltage example the effect is small. With a rough rate coefficient of $10^{-10}$ cm³/s, thermal electrons near the edge add about 2 % to the ion flux in the steady-voltage model. This coefficient gives an ionization frequency of $1.6\times10^5$ s⁻¹, about five times the $3\times10^4$ s⁻¹ that the 20 mm plasma above requires, so for that plasma 2 % is an overestimate. In an oscillating sheath electrons reach further in during part of each cycle and can add more. With a rough yield of 0.1 secondary electron per ion and an ionization cross section of $3\times10^{-16}$ cm², secondaries add about 1 %. Both raise the ion current.

The energy division is less certain than the flux. Lowering $\sigma$ by 20 % raises the mean ion energy at the wall to 118 eV. In a real gas $\sigma$ depends on energy and may differ from the round value used here by more than that. Elastic scattering of ions, also left out, changes the division further. Including Boltzmann electrons, with an assumed edge field of 23 V/cm, changes it by 2 eV and widens the sheath to 2.7 mm. At 300 K, about 0.35 % of the injected ions return to the plasma in the model with zero edge field (about 0.2 % with electrons and an edge field of 23 V/cm), and the change in wall energy is not resolved statistically. The fast neutrals make on average about 0.2 further collisions, weighted by energy and for a rough cross section of $2\times10^{-15}$ cm². The 94 eV is therefore energy given to neutrals, and part of it is shared with other atoms before reaching the wall.

Another idealization is the steady voltage. At 13.56 MHz the period is 74 ns, while an ion history in the model sheath, from entry to wall and including the ions made by charge exchange, lasts 275 ns on average. In a periodic state $\partial n/\partial t$ averages to zero over a cycle, so the cycle-averaged flux is still uniform when ionization and losses are absent. The energy division in an oscillating sheath has not been computed here. Most values behind these estimates are in the numerical output.

## Calculated quantities

```
Ion mass: 40 u
Gas pressure: 50 mTorr; temperature: 300 K
Gas density: 1.609e+15 cm^-3
Charge-exchange cross section: 5.0e-15 cm^2
Mean free path: 1.243 mm
Electron temperature: 3.0 eV; sheath voltage: 200 V
Edge density: 1.0e+10 cm^-3
Debye length at edge: 0.129 mm
Entry speed: 2690 m/s; entry energy: 1.50 eV
Ion flux: 2.690e+15 cm^-2 s^-1
Ion current density: 0.4310 mA/cm^2
Sheath width with charge exchange: 2.337 mm
Sheath width without collisions: 2.684 mm
Fast neutrals made per incident ion: 1.881
Never-collided fraction at wall, formula: 0.1525
Never-collided fraction at wall, particles: 0.1508
Collisionless current at same width and voltage / actual: 1.319
Wall flux / injected flux, particles: 1.0000
Quarter 1 of sheath, particles: density 5.898e+09 cm^-3, mean velocity 4561 m/s, flux/injected 1.0001
Quarter 2 of sheath, particles: density 2.728e+09 cm^-3, mean velocity 9864 m/s, flux/injected 1.0001
Quarter 3 of sheath, particles: density 2.149e+09 cm^-3, mean velocity 12509 m/s, flux/injected 0.9994
Quarter 4 of sheath, particles: density 1.879e+09 cm^-3, mean velocity 14323 m/s, flux/injected 1.0004
Energy supplied per ion: 201.50 eV
Mean ion energy at wall, formula: 107.44 eV
Mean ion energy at wall, particles: 107.49 eV (standard error 0.39 eV)
Energy to neutrals per ion, formula: 94.06 eV
Energy to neutrals per ion, particles: 93.94 eV
Neutral share of energy: 46.7 %
Mean energy per fast neutral: 50.01 eV
Power density, total: 86.85 mW/cm^2
Power density, ions at wall: 46.31 mW/cm^2
Power density, given to neutrals: 40.54 mW/cm^2
At 10 mTorr, same flux: width 2.587 mm, ion energy 171.33 eV, to neutrals 30.17 eV
At 200 mTorr, same flux: width 1.946 mm, ion energy 46.52 eV, to neutrals 154.98 eV
Presheath half gap: 20 mm
Edge/central density, no charge exchange: 0.5000
Edge/central density, with charge exchange: 0.1963
With sheath electrons (start field 23.3 V/cm): width 2.690 mm, ion energy 105.75 eV
Rough ionization rate coefficient: 1.0e-10 cm^3/s
Flux added by thermal electrons: 1.75 %
Rough secondary yield: 0.1; ionization cross section: 3.0e-16 cm^2
Flux added by secondary electrons: 1.13 %
Warm gas: ions returned to plasma 0.35 %, wall ion energy 107.13 eV
Rough neutral-neutral cross section: 2.0e-15 cm^2
Further collisions per fast neutral, energy-weighted: 0.234
Cross section 20 % lower: wall ion energy 118.42 eV
Mean ion residence time in sheath: 275 ns
Period at 13.56 MHz: 73.7 ns
```
